# Pulay stress: which derivative a plane-wave calculation reports as stress

**Q.** A plane-wave program gives me a stress from one calculation at one cell. I also compute the energy at several volumes with the same cutoff, and the slope gives another pressure. One of the two must be wrong.

**A.** Both can be correct derivatives, of different functions. Let the cell have volume $\Omega$ and lattice vectors $\mathbf a_i$. The orbitals are expanded in plane waves with $|\mathbf k+\mathbf G|^2/2\le E_{\rm cut}$, in Hartree atomic units. Each $\mathbf G$ is labelled by three integers, its coordinates along the reciprocal lattice vectors. When the cell is deformed, one can keep the list of integers or keep the cutoff. In a finite basis these are different instructions.

**Q.** Then tell me which instruction the analytic stress follows. Start with your conventions.

**A.** A strain $\epsilon$ changes each lattice vector to $(1+\epsilon)\mathbf a_i$. Atoms and $\mathbf k$ keep their fractional coordinates, and occupations are fixed. Stress and pressure are

$$\sigma_{ab}=\frac1\Omega\frac{dE}{d\epsilon_{ab}},\qquad P=-\frac13\sum_a\sigma_{aa}.$$

For an isotropic strain $\epsilon_{ab}=\eta\,\delta_{ab}$ we have $d\Omega=3\Omega\,d\eta$ and $dE/d\eta=\Omega\sum_a\sigma_{aa}$. Hence $dE/d\Omega=\frac13\sum_a\sigma_{aa}$, and $P=-dE/d\Omega$.

Now take one orbital at $\mathbf k=0$,

$$\psi(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{\mathbf G}|^2=1.$$

The normalization contains no strain, because the factor $\Omega^{-1/2}$ has absorbed the volume. For a fixed list of integers, the energy is a function $E(c,\epsilon)$ of a fixed set of variables $c$, minimized at each $\epsilon$.

**Q.** But the minimizing coefficients change with the strain. Where does that change go?

**A.** It drops out. The total derivative is

$$\frac{dE}{d\epsilon_{ab}}=\frac{\partial E}{\partial\epsilon_{ab}}+\sum_{\mathbf G}\left(\frac{\partial E}{\partial c^*_{\mathbf G}}\frac{dc^*_{\mathbf G}}{d\epsilon_{ab}}+\text{c.c.}\right).$$

At the constrained minimum $\partial E/\partial c^*_{\mathbf G}=\lambda c_{\mathbf G}$ with real $\lambda$. The sum becomes

$$\lambda\,\frac{d}{d\epsilon_{ab}}\sum_{\mathbf G}|c_{\mathbf G}|^2=0 .$$

With several orbitals, $\lambda$ becomes a Hermitian matrix $\Lambda_{ji}$. The sum is then $\sum_{ij}\Lambda_{ji}\,d(\sum_{\mathbf G}c^*_{\mathbf Gi}c_{\mathbf Gj})$, which vanishes because the orbitals stay orthonormal. What remains is the partial derivative at fixed coefficients, and this is what the program evaluates as the analytic stress.

The argument used a fixed list of variables. A plane wave that enters or leaves during the strain is outside it. The analytic stress is therefore the derivative of the minimized energy at a fixed set of integers. If the orbitals are not converged, $\partial E/\partial c^*$ is not proportional to $c$, and even this statement acquires an error.

**Q.** I would like to see that partial derivative. Perhaps a basis correction is hidden in it.

**A.** Take a model whose terms can all be written down: one ion per cell with a Gaussian charge $Z$ of width $s$ at the origin, and $f=2$ electrons in the orbital above. The level is Kohn–Sham theory with local-density exchange and no correlation.

First the geometry. Since $\mathbf G\cdot\mathbf a_i$ must stay the same integer multiple of $2\pi$, to first order $dG_a=-\sum_b\epsilon_{ba}G_b$. Therefore

$$d|\mathbf G|^2=-2\sum_{ab}\epsilon_{ab}G_aG_b,\qquad d\Omega=\Omega\sum_a\epsilon_{aa}.$$

The kinetic energy is $T=\frac f2\sum_{\mathbf G}|c_{\mathbf G}|^2|\mathbf G|^2$, so

$$\frac{\partial T}{\partial\epsilon_{ab}}=-f\sum_{\mathbf G}|c_{\mathbf G}|^2G_aG_b .$$

Write the electron density as $n(\mathbf r)=\Omega^{-1}\sum_{\mathbf G}\nu_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Here $\nu_{\mathbf G}=f\sum_{\mathbf G'}c^*_{\mathbf G'}c_{\mathbf G'+\mathbf G}$ depends on the coefficients alone. The ion contributes $\zeta_{\mathbf G}=Ze^{-|\mathbf G|^2s^2/2}$. With $q_{\mathbf G}=\nu_{\mathbf G}-\zeta_{\mathbf G}$ the electrostatic energy is

$$U=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|q_{\mathbf G}|^2}{|\mathbf G|^2},$$

from which the constant self-energy of an isolated ion, $Z^2/(2\sqrt\pi s)$, is subtracted. The term $\mathbf G=0$ is absent because the cell is neutral.

Three factors in $U$ depend on strain. The prefactor $1/\Omega$ gives $-\delta_{ab}U$. The factor $1/|\mathbf G|^2$ changes by $+2G_aG_b/|\mathbf G|^4$ per unit $\epsilon_{ab}$. The ion term changes by $\partial\zeta_{\mathbf G}/\partial\epsilon_{ab}=s^2\zeta_{\mathbf G}G_aG_b$, so $|q_{\mathbf G}|^2$ changes by $-2s^2\zeta_{\mathbf G}\,{\rm Re}\,q_{\mathbf G}\,G_aG_b$. Together,

$$\frac{\partial U}{\partial\epsilon_{ab}}=-\delta_{ab}U+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}G_aG_b\left[\frac{|q_{\mathbf G}|^2}{|\mathbf G|^4}-\frac{s^2\zeta_{\mathbf G}\,{\rm Re}\,q_{\mathbf G}}{|\mathbf G|^2}\right].$$

The exchange energy is $E_x=-\frac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. At fixed coefficients and fixed fractional position, $n$ scales as $1/\Omega$. The integral then scales as $\Omega\cdot\Omega^{-4/3}=\Omega^{-1/3}$, and $\partial E_x/\partial\epsilon_{ab}=-\frac13\delta_{ab}E_x$.

The sum of the three derivatives is $\Omega\sigma_{ab}$. None of them refers to $E_{\rm cut}$ or to a plane wave outside the set, so no basis correction is hidden there. Other $\mathbf k$-points replace $\mathbf G$ by $\mathbf k+\mathbf G$ in $T$. Other potentials change the explicit terms, but the stationarity argument stands as long as the energy is minimized.

**Q.** You say "fixed set". I have heard "constant number of plane waves". Are they the same?

**A.** For isotropic strain they are. Every $|\mathbf k+\mathbf G|^2$ is multiplied by the same factor, so the order of the plane waves by kinetic energy is unchanged. The lowest $N$ remain the lowest $N$, apart from the choice within a degenerate shell, which we take whole.

For a general strain the number is not enough. Take a cubic cell of edge 6 bohr and the 93 vectors with $|\mathbf n|^2\le8$, where $\mathbf n$ is the integer triple. Stretch the cell by 1.1 along $z$ at constant volume. The highest kinetic energy inside the old set is then 4.83 hartree, while the lowest outside it is 4.08 hartree. The lowest 93 plane waves are now a different set. The analytic stress belongs to the old one, whose boundary has become an ellipsoid.

**Q.** Then restrict yourself to pressure. What cutoff does a fixed set correspond to when the volume changes?

**A.** Kinetic energies scale as $\Omega^{-2/3}$, so the cutoff that encloses the same set scales in the same way:

$$d\ln E_{\rm cut}=-\tfrac23\,d\ln\Omega\qquad\text{(fixed set)}.$$

Expansion at fixed set lowers the cutoff, so the spatial resolution gets worse. If $E(\Omega,E_{\rm cut})$ is smooth, the chain rule gives

$$\left.\frac{dE}{d\Omega}\right|_N=\left.\frac{\partial E}{\partial\Omega}\right|_{E_{\rm cut}}-\frac{2}{3\Omega}\frac{\partial E}{\partial\ln E_{\rm cut}} .$$

Changing the overall sign turns the slopes into pressures:

$$P_N-P_{\rm cut}=\frac{2}{3\Omega}\frac{\partial E}{\partial\ln E_{\rm cut}} .$$

**Q.** I object to "smooth". With a finite number of $\mathbf k$-points, a small change of cutoff usually admits no new plane wave. Then $\partial E/\partial\ln E_{\rm cut}=0$, and your two pressures are equal.

**A.** The objection is correct. Between two entries of plane waves, constant cutoff and constant set are the same instruction. The difference sits in the jumps of the energy, which a local derivative misses. A fit over a wide volume range picks them up, with weights that depend on the range and on the form of the fit. The relation needs an energy with the jumps smoothed out. A dense $\mathbf k$-mesh does this approximately, by making the jumps small and numerous. An average over cutoffs does it for any mesh.

Number the successive sets by $j$. Let $E_j(\Omega)$ be the minimized energy in set $j$, and $b_j\propto\Omega^{-2/3}$ the kinetic energy of its last shell. Choose a continuous weight $w(u)\ge0$ with unit integral that vanishes outside a finite window, and average the energy over the cutoffs $E_{\rm cut}e^u$. Set $j$ is in use for $u_j\le u<u_{j+1}$, with $u_j=\ln(b_j/E_{\rm cut})$. Hence

$$\bar E(\Omega,E_{\rm cut})=\sum_jW_jE_j(\Omega),\qquad W_j=\int_{u_j}^{u_{j+1}}w(u)\,du .$$

The weights depend on volume and cutoff through the $u_j$ alone. At fixed cutoff $du_j/d\ln\Omega=-\frac23$, and at fixed volume $du_j/d\ln E_{\rm cut}=-1$. Therefore

$$\frac{\partial W_j}{\partial\ln\Omega}=\frac23\,\frac{\partial W_j}{\partial\ln E_{\rm cut}} .$$

Differentiating $\bar E$ at constant cutoff gives

$$\frac{\partial\bar E}{\partial\Omega}=\sum_jW_j\frac{dE_j}{d\Omega}+\frac{2}{3\Omega}\sum_jE_j\frac{\partial W_j}{\partial\ln E_{\rm cut}} .$$

The first sum is $-P_N$, where $P_N$ now means the average of the analytic pressures with weights $W_j$. The second sum is $\partial\bar E/\partial\ln E_{\rm cut}$. With $P_{\rm cut}=-\partial\bar E/\partial\Omega$ this is

$$P_N-P_{\rm cut}=\frac{2}{3\Omega}\frac{\partial\bar E}{\partial\ln E_{\rm cut}},$$

with no approximation beyond the definition of the average.

**Q.** And the sign? I want to know which pressure is lower.

**A.** From the limits of the integral, $\partial W_j/\partial\ln E_{\rm cut}=w(u_j)-w(u_{j+1})$. Collecting the terms that contain the same $w(u_j)$ gives

$$\frac{\partial\bar E}{\partial\ln E_{\rm cut}}=\sum_jw(u_j)\,(E_j-E_{j-1}) .$$

Each set contains the previous one, so the minimum cannot rise: $E_j\le E_{j-1}$. Since $w\ge0$, the sum is not positive, and $P_N\le P_{\rm cut}$. The difference is the Pulay contribution to the pressure. It pulls the cell inward because, at a fixed set, a smaller cell has a better resolved basis. It vanishes when the energy no longer depends on the cutoff.

**Q.** Show me numbers, with the jumps visible.

**A.** Use the model above with $Z=2$, $s=0.5$ bohr and a cubic cell of edge 6 bohr, so $\Omega=216$ bohr³. Sampling $\mathbf k=0$ alone is part of the model and keeps the jumps large. The orbital is found by repeated diagonalization until the density is self-consistent, with the exchange integral on a fixed grid of $27^3$ points. Four neighbouring sets give:

| largest $\lvert\mathbf n\rvert^2$ | plane waves | $b_j$ (hartree) | $E_j$ (hartree) | analytic $P$ ($10^{-5}$ hartree/bohr³) |
|---|---|---|---|---|
| 10 | 147 | 5.483 | −1.64054 | −78.95 |
| 11 | 171 | 6.031 | −1.64186 | −77.53 |
| 12 | 179 | 6.580 | −1.64214 | −77.21 |
| 13 | 203 | 7.128 | −1.64270 | −76.52 |

At $E_{\rm cut}=6.5$ hartree the basis has 171 plane waves. If the volume grows at this cutoff, the next shell enters when $b_j$ has fallen from 6.580 to 6.5 hartree, at $\Omega=216\,(6.580/6.5)^{3/2}\approx220$ bohr³. There the energy drops by 0.0003 hartree.

For the average take $w(u)=h^{-1}\cos^2(\pi u/2h)$ for $|u|<h$, with $h=0.5$. Twelve sets contribute, from 81 to 365 plane waves. The jump formula gives $\partial\bar E/\partial\ln E_{\rm cut}=-0.01220$ hartree, so

$$\frac{2}{3\times216}\times(-0.01220)=-3.77\times10^{-5}\ \text{hartree/bohr}^3=-1.11\ \text{GPa}.$$

Independently of this, $P_{\rm cut}$ follows from the difference of $\bar E$ between two volumes 0.05% above and below 216 bohr³, at the same cutoff. In units of $10^{-5}$ hartree/bohr³ it is $-74.33$. The averaged analytic pressure is $P_N=-78.09$, and the difference is $-78.09+74.33=-3.76$. The last digit differs from the value above through rounding.

**Q.** Both pressures are negative. And which one should I believe?

**A.** Negative pressure means that the energy rises with volume here, so this model cell would contract in any case. The Pulay term exaggerates the tendency.

To judge the two, take a much larger basis of 1365 plane waves, where the analytic pressure is $-74.42$ in the same units. Against it, $P_N$ is off by $-3.67$, or 4.9%, and $P_{\rm cut}$ by $+0.09$, or 0.1%. The averaged energy itself, $-1.6412$ hartree, lies 0.003 hartree (0.08 eV) above the large-basis value $-1.6442$ hartree, which is 0.2% of the total with the zero of energy chosen here. An energy that looks converged can thus come with a noticeably wrong analytic pressure.

**Q.** Why should constant cutoff do so much better? Your derivation relates the two pressures. It does not rank them.

**A.** It does not. Let $\Delta(\Omega,E_{\rm cut})\ge0$ be the basis error of the averaged energy. The error of $P_{\rm cut}$ is $-\partial\Delta/\partial\Omega$ at constant cutoff. The error of $P_N$ contains the additional term $(2/3\Omega)\,\partial\Delta/\partial\ln E_{\rm cut}$. If the error depends mainly on spatial resolution and little on volume, the first is small and the second is not. The numbers show that this holds in the model at this cutoff and window; the size of the advantage depends on both. It is not a theorem, and the two errors could be comparable elsewhere.

**Q.** What does this do to a variable-cell relaxation?

**A.** A relaxation that keeps its initial set ends where the analytic pressure of that set is zero. At the final volume the set corresponds to a cutoff rescaled as $\Omega^{-2/3}$. Let $E_{\rm cut}$ be this rescaled cutoff, and neglect the difference between the single-set pressure and the average $P_N$ (in the example 0.56, against a Pulay term of size 3.77, in $10^{-5}$ hartree/bohr³). Then $P_N=0$ and $P_{\rm cut}\ge0$ at that volume, so at constant cutoff the cell would still expand. If the constant-cutoff bulk modulus $B=-\Omega\,dP_{\rm cut}/d\Omega$ is positive, the missing expansion is, to first order,

$$\frac{\delta\Omega}{\Omega}\approx\frac{P_{\rm cut}}{B}=\frac{1}{B}\,\frac{2}{3\Omega}\left|\frac{\partial\bar E}{\partial\ln E_{\rm cut}}\right| .$$

The model above does not illustrate this estimate. With $\mathbf k=0$ alone its pressure is negative and grows more negative as the edge shrinks from 6 to 2 bohr, so it has no zero-pressure volume in that range and $B$ is negative there. For a cell that does have an equilibrium, one remedy is a cutoff high enough to make the derivative negligible. Another is to subtract the Pulay term from the analytic pressure.

**Q.** Can I subtract it from a single calculation, without averaging the pressure?

**A.** Approximately. In the example the single set with 171 plane waves has $P=-77.532$. Subtracting $-3.766$ gives $-73.766$, again in $10^{-5}$ hartree/bohr³. The error against the large basis falls in size from 3.11 to 0.65 but does not vanish. Of this, 0.56 is the difference between the single-set pressure and the average $P_N$, since a smoothed correction has been applied to an unsmoothed pressure, and 0.09 is the basis error of $P_{\rm cut}$ itself.

**Q.** And for the full stress tensor?

**A.** The relation fixes the trace of the correction. Take a cubic crystal with a $\mathbf k$-mesh of the same symmetry. If the smoothed energy is differentiable with respect to the shape of the cell, the correction is proportional to $\delta_{ab}$, and the trace determines all of it. The average over cutoffs does not guarantee this. A change of shape splits a shell of equal kinetic energies, and the order in which its parts enter depends on the sign of the strain, which can leave a kink in the averaged energy. At lower symmetry, constant cutoff and fixed set can also differ in the shape of the cell they favour, and the pressure relation does not supply that part.
